# The Thomas-Fermi kinetic energy functional, derived in two ways: a program that tests the result

```python
"""
Result under test: the Thomas-Fermi kinetic energy
    T_TF[n] = C_F * integral of n(r)^(5/3),  C_F = (3/10)(3 pi^2)^(2/3),
obtained by filling phase space locally with two electrons per cell h^3.
Atomic units inside (hbar = m = e = 1); printed energies in eV, lengths in angstrom.
n: electron density, k_F: Fermi wave number (equal to the Fermi momentum),
Z: nuclear charge, M: number of filled hydrogenic shells, N: electron number.
The hydrogenic electrons do not interact with each other.
"""
import numpy as np
from math import factorial, pi, sqrt
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, expit

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
C_F = 0.3 * (3 * pi**2) ** (2 / 3)
print(f"C_F = {C_F:.4f} hartree bohr^2 = {C_F * EV * ANG**2:.3f} eV angstrom^2")


# Uniform gas: explicit sums over plane waves in a periodic cube of side 1
def periodic_gas(cutoff_squared, electrons_per_orbital=2):
    m = np.arange(-int(sqrt(cutoff_squared)) - 1, int(sqrt(cutoff_squared)) + 2)
    m2 = m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2
    filled = m2[m2 <= cutoff_squared]
    energies = 0.5 * (2 * pi) ** 2 * filled
    number = electrons_per_orbital * filled.size
    return number, electrons_per_orbital * energies.sum(), energies.max()


print("Periodic cube: N, kinetic sum / (C_F n^(5/3) V)")
for cutoff in (1.5, 10.5, 100.5, 1600.5):
    number, kinetic, top = periodic_gas(cutoff)
    ratio = kinetic / (C_F * number ** (5 / 3))
    print(f"  N = {number:7d}   ratio = {ratio:.5f}")
assert abs(ratio - 1) < 1e-3

# One orbital per h^3: compare the explicit count with the phase-space volume
p_max = 2 * pi * sqrt(1600.5)
cell_count = 2 * (4 * pi / 3) * p_max**3 / (2 * pi) ** 3
print(f"Largest cube: explicit N / phase-space N = {number / cell_count:.5f}")
assert abs(number / cell_count - 1) < 2e-3
top_ratio = top / ((5 / 3) * C_F * number ** (2 / 3))
mean_ratio = kinetic / number / top
print(f"Highest filled level / [(5/3) C_F n^(2/3)] = {top_ratio:.5f}")
print(f"Mean energy / highest filled level = {mean_ratio:.5f}")
assert abs(top_ratio - 1) < 3e-3
assert abs(mean_ratio - 0.6) < 3e-3

number_pol, kinetic_pol, _ = periodic_gas(1600.5, 1)
polarized = kinetic_pol / (C_F * number_pol ** (5 / 3))
print(f"One electron per cell: constant / C_F = {polarized:.4f}")
assert abs(polarized - 2 ** (2 / 3)) < 2e-3


# Hard walls: standing waves with k = pi*m, m = 1, 2, 3, ...
def hard_wall_ratio(radius):
    m = np.arange(1, radius + 1)
    m2 = m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2
    filled = m2[m2 <= radius**2]
    return pi**2 * filled.sum() / (C_F * (2 * filled.size) ** (5 / 3))


wall_50, wall_100 = hard_wall_ratio(50), hard_wall_ratio(100)
print(f"Hard-wall cube, k_max L/pi = 50:  ratio = {wall_50:.4f}")
print(f"Hard-wall cube, k_max L/pi = 100: ratio = {wall_100:.4f}")
assert wall_100 > 1
assert 1.8 < (wall_50 - 1) / (wall_100 - 1) < 2.3


# A smeared momentum distribution must cost more at the same density
def smeared(p):
    return 2 * expit((1.0 - p**2 / 2) / 0.1)


weight = 4 * pi / (2 * pi) ** 3
n_smeared = quad(lambda p: weight * p**2 * smeared(p), 0, 5, points=[1.4])[0]
t_smeared = quad(lambda p: weight * p**4 / 2 * smeared(p), 0, 5, points=[1.4])[0]
smear_ratio = t_smeared / (C_F * n_smeared ** (5 / 3))
print(f"Smeared sphere / filled sphere, same density: {smear_ratio:.4f}")
assert smear_ratio > 1.01


# Closed hydrogenic shells
def radial(k, l, r, Z):
    """Normalized u = r*R and its derivative for principal number k."""
    x = 2 * Z * r / k
    order = k - l - 1
    norm = sqrt(Z * factorial(order) / (k**2 * factorial(k + l)))
    envelope = norm * x ** (l + 1) * np.exp(-x / 2)
    poly = eval_genlaguerre(order, 2 * l + 1, x)
    slope = -eval_genlaguerre(order - 1, 2 * l + 2, x) if order else 0 * x
    u = envelope * poly
    du = (2 * Z / k) * (((l + 1) / x - 0.5) * u + envelope * slope)
    return u, du


def density(r, M, Z):
    total = np.zeros_like(r)
    for k in range(1, M + 1):
        for l in range(k):
            total += 2 * (2 * l + 1) * radial(k, l, r, Z)[0] ** 2
    return total / (4 * pi * r**2)


nodes, weights = np.polynomial.legendre.leggauss(600)


def shell_atom(M, Z):
    """Electron number, orbital kinetic energy and T_TF by quadrature."""
    root_max = sqrt((4 * M**2 + 30 * M) / Z)
    root = 0.5 * root_max * (nodes + 1)
    r = root**2
    w = 0.5 * root_max * weights * 2 * root
    kinetic_sum = 0.0
    for k in range(1, M + 1):
        for l in range(k):
            u, du = radial(k, l, r, Z)
            integrand = du**2 + l * (l + 1) * u**2 / r**2
            kinetic_sum += (2 * l + 1) * np.sum(w * integrand)
    n = density(r, M, Z)
    volume = 4 * pi * r**2 * w
    return np.sum(volume * n), kinetic_sum, C_F * np.sum(volume * n ** (5 / 3))


Z = 10.0
print(f"Hydrogenic shells without electron repulsion, Z = {Z:.0f}")
print("  M    N    T_orbital (eV)   T_TF (eV)   T_TF/T_orbital")
ratios = []
for M in (1, 2, 3, 4, 6, 8):
    electrons, t_orbital, t_tf = shell_atom(M, Z)
    assert abs(electrons - M * (M + 1) * (2 * M + 1) / 3) < 1e-6
    assert abs(t_orbital / (Z**2 * M) - 1) < 1e-7
    if M == 1:
        closed_form = C_F * (2 / pi) ** (5 / 3) * 8 * pi * 0.027 * Z**2
        assert abs(t_tf / closed_form - 1) < 1e-8
    if M == 2:
        main_orbital, main_tf = t_orbital, t_tf
    ratios.append(t_tf / t_orbital)
    print(f"  {M}  {electrons:4.0f}  {t_orbital * EV:12.1f}"
          f"  {t_tf * EV:12.1f}   {ratios[-1]:.4f}")
assert all(b > a for a, b in zip(ratios, ratios[1:]))
assert abs(ratios[-1] - 1) < 0.5 * abs(ratios[0] - 1)
print(f"M = 2: T_orbital = {main_orbital:.2f} hartree, T_TF = {main_tf:.2f} hartree")
print(f"M = 2: T_TF - T_orbital = {(main_tf - main_orbital) * EV:.1f} eV")
print(f"M = 2: relative error = {100 * (main_tf / main_orbital - 1):.2f} percent")

# Local recipe at two radii of the ten-electron case
products = []
for r_ang in (0.1, 1.0):
    r0 = r_ang / ANG
    step = 1e-4 * r0
    n_minus, n0, n_plus = density(np.array([r0 - step, r0, r0 + step]), 2, Z)

    def excess(p):
        return quad(lambda q: 2 * weight * q**2, 0, p)[0] / n0 - 1

    k_f = brentq(excess, 1e-4, 100.0, xtol=1e-13)
    t_local = quad(lambda q: weight * q**4, 0, k_f, epsabs=0)[0]
    assert abs(k_f / (3 * pi**2 * n0) ** (1 / 3) - 1) < 1e-6
    assert abs(t_local / (C_F * n0 ** (5 / 3)) - 1) < 1e-6
    length = n0 / abs((n_plus - n_minus) / (2 * step))
    products.append(k_f * length)
    print(f"M = 2 at r = {r_ang:.1f} angstrom:")
    print(f"  n = {n0 / ANG**3:.4g} angstrom^-3")
    print(f"  k_F = {k_f / ANG:.4g} angstrom^-1")
    print(f"  Fermi energy k_F^2/2 = {k_f**2 / 2 * EV:.4g} eV")
    print(f"  kinetic energy density = {t_local * EV / ANG**3:.4g} eV angstrom^-3")
    print(f"  1/k_F = {ANG / k_f:.4g} angstrom")
    print(f"  n/|dn/dr| = {length * ANG:.4g} angstrom")
assert products[1] < 0.1 < products[0]

print("every check passed")
```

Running it gives:

```
C_F = 2.8712 hartree bohr^2 = 21.879 eV angstrom^2
Periodic cube: N, kinetic sum / (C_F n^(5/3) V)
  N =      14   ratio = 1.01445
  N =     294   ratio = 1.00274
  N =    8338   ratio = 1.00025
  N =  535522   ratio = 1.00000
Largest cube: explicit N / phase-space N = 0.99833
Highest filled level / [(5/3) C_F n^(2/3)] = 1.00080
Mean energy / highest filled level = 0.59952
One electron per cell: constant / C_F = 1.5874
Hard-wall cube, k_max L/pi = 50:  ratio = 1.0386
Hard-wall cube, k_max L/pi = 100: ratio = 1.0190
Smeared sphere / filled sphere, same density: 1.0398
Hydrogenic shells without electron repulsion, Z = 10
  M    N    T_orbital (eV)   T_TF (eV)   T_TF/T_orbital
  1     2        2721.1        2497.8   0.9179
  2    10        5442.3        5139.0   0.9443
  3    28        8163.4        7825.3   0.9586
  4    60       10884.6       10527.7   0.9672
  6   182       16326.8       15950.5   0.9769
  8   408       21769.1       21382.9   0.9823
M = 2: T_orbital = 200.00 hartree, T_TF = 188.86 hartree
M = 2: T_TF - T_orbital = -303.3 eV
M = 2: relative error = -5.57 percent
M = 2 at r = 0.1 angstrom:
  n = 170.8 angstrom^-3
  k_F = 17.16 angstrom^-1
  Fermi energy k_F^2/2 = 1123 eV
  kinetic energy density = 1.15e+05 eV angstrom^-3
  1/k_F = 0.05826 angstrom
  n/|dn/dr| = 0.04595 angstrom
M = 2 at r = 1.0 angstrom:
  n = 0.0005357 angstrom^-3
  k_F = 0.2513 angstrom^-1
  Fermi energy k_F^2/2 = 0.2405 eV
  kinetic energy density = 7.73e-05 eV angstrom^-3
  1/k_F = 3.98 angstrom
  n/|dn/dr| = 0.05955 angstrom
every check passed
```
